**Hadamard's formula tested on hard-wall nanowire sections**

The program tests $dE/d\varepsilon=-\oint h\,(\mathbf n\cdot A\mathbf n)(\partial_n\psi)^2ds$, where $h$ is the outward normal displacement per unit $\varepsilon$, $A$ is $\hbar^2/2$ times the inverse-mass tensor, and $\psi$ is the normalised subband function. It finds the levels of deformed sections directly with a polynomial Galerkin solver. For three levels of a curved, anisotropic section in a potential, it asserts that finite-difference slopes agree with the wall integral; the largest relative difference printed is $3.8\times10^{-7}$. It also asserts the volume form for two interior extensions, the dilation identity, the matrix rule for a degenerate square and the quadratic size of the remainder. For a 0.3 nm bump on a 12 nm by 5 nm silicon wire, the formula gives $-1.471$ meV and the direct solution $-1.326$ meV. Further output sizes the effects of a finite barrier, nonparabolicity, image charge, thermal occupation and on-state charge. The thermal average of the first-order shifts at 300 K is $-3.169$ meV, and its slope is asserted against directly computed free energies.

## Program and output

```python
# Result under test: first-order shift of a nondegenerate hard-wall subband,
#   dE/d(eps) = - closed integral of h (n.A.n) (d psi/dn)^2 ds,
# for wall points moved by eps*V, with h = V.n and n the outward normal.
# A = diag(ax, ay) = hbar^2/(2 m) along x and y (eV nm^2); psi is normalised.
# Sections are 0 < x < width, 0 < y < top(x). Lengths in nm, energies in eV.
# Direct side: levels of each section from a polynomial Galerkin solver in
# the mapped coordinate eta = y/top(x). Masses are in free-electron masses.
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad
from scipy.linalg import eigh
from scipy.optimize import brentq

PI = np.pi
C0 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
E_OVER_EPS0 = const.e / const.epsilon_0 * 1e9           # V nm
NX, NY, QX, QY = 24, 14, 56, 36


def basis(count, points):
    """Polynomials vanishing at -1 and 1, and their derivatives."""
    p = legvander(points, count + 1)
    k = np.arange(count)
    norm = np.sqrt(4 * k + 6)
    return (p[:, 2:] - p[:, :-2]) / norm, (2 * k + 3) * p[:, 1:-1] / norm


tx, wx = leggauss(QX)
ty, wy = leggauss(QY)
Q, WQ = (tx + 1) / 2, wx / 2            # q = x/width
ETA, WETA = (ty + 1) / 2, wy / 2
XV, XD = basis(NX, tx)
YV, YD = basis(NY, ty)
X_END = basis(NX, np.array([1.0]))[1][0]
Y_END = basis(NY, np.array([1.0]))[1][0]
VAL, DT, DS = np.kron(XV, YV), np.kron(XD, YV), np.kron(XV, YD)
ETA2 = np.tile(ETA, QX)


def operators(width, top, slope):
    """Gradient matrices and area weights on the true section."""
    t, s = np.repeat(top, QY), np.repeat(slope, QY)
    gx = 2 / width * DT - (ETA2 * s / t)[:, None] * 2 * DS
    gy = 2 * DS / t[:, None]
    area = np.repeat(WQ, QY) * np.tile(WETA, QX) * width * t
    return gx, gy, area, np.repeat(Q, QY) * width, ETA2 * t


def solve(width, top, slope, ax, ay, count=1, potential=None):
    gx, gy, area, x, y = operators(width, top, slope)
    k = gx.T @ (ax * area[:, None] * gx) + gy.T @ (ay * area[:, None] * gy)
    if potential is not None:
        k += VAL.T @ ((area * potential(x, y))[:, None] * VAL)
    m = VAL.T @ (area[:, None] * VAL)
    return eigh((k + k.T) / 2, (m + m.T) / 2,
                subset_by_index=[0, count - 1])


def top_wall_integral(vec, width, top, slope, ax, ay, vx, vy):
    """-integral of h (n.A.n)(d psi/dn)^2 ds over the top wall."""
    psi_y = 2 * XV @ vec.reshape(NX, NY) @ Y_END / top
    psi_x = -slope * psi_y
    root = np.sqrt(1 + slope**2)
    n_x, n_y = -slope / root, 1 / root
    dn = n_x * psi_x + n_y * psi_y
    h = n_x * vx + n_y * vy
    return -np.sum(WQ * width * root * h
                   * (ax * n_x**2 + ay * n_y**2) * dn**2)


# ---- rough silicon wire along [001]; lowest valley pair lies along y ----
W, H = 12.0, 5.0
M_T, M_L = 0.19, 0.92
AX, AY = C0 / M_T, C0 / M_L
flat, zero = np.full(QX, H), np.zeros(QX)
EX, EY = AX * (PI / W)**2, AY * (PI / H)**2
e_flat, vec_flat = solve(W, flat, zero, AX, AY, 3)
known = np.sort([EX * i * i + EY * j * j
                 for i in range(1, 5) for j in range(1, 5)])[:3]
assert np.allclose(e_flat, known, rtol=1e-8)

# ---- curved section in a potential: direct slopes against wall integral ----
top = H * (1 + 0.12 * np.cos(PI * Q))
slope = -H * 0.12 * PI / W * np.sin(PI * Q)
v = 1 + 0.5 * np.cos(2 * PI * Q)
dv = -PI / W * np.sin(2 * PI * Q)


def tilt(x, y):
    return 0.006 * y + 0.0003 * x * y


step = 1e-3
e_plus = solve(W, top + step * v, slope + step * dv, AX, AY, 3, tilt)[0]
e_minus = solve(W, top - step * v, slope - step * dv, AX, AY, 3, tilt)[0]
direct = (e_plus - e_minus) / (2 * step)
e_mid, vecs = solve(W, top, slope, AX, AY, 3, tilt)
wall = np.array([top_wall_integral(vecs[:, i], W, top, slope, AX, AY, 0, v)
                 for i in range(3)])
wall_error = np.max(np.abs(wall / direct - 1))
assert wall_error < 1e-4

# volume form with two different interior extensions of the same wall motion
gx, gy, area, xx, yy = operators(W, top, slope)
psi, px, py = VAL @ vecs[:, 0], gx @ vecs[:, 0], gy @ vecs[:, 0]
t2, s2 = np.repeat(top, QY), np.repeat(slope, QY)
v2, dv2 = np.repeat(v, QY), np.repeat(dv, QY)
volume = []
for power in (1, 2):
    vy = v2 * ETA2**power
    vy_y = v2 * power * ETA2**(power - 1) / t2
    vy_x = dv2 * ETA2**power - vy_y * ETA2 * s2
    density = (-2 * (AX * px * vy_x * py + AY * py * vy_y * py)
               + (AX * px**2 + AY * py**2) * vy_y
               + vy * (0.006 + 0.0003 * xx) * psi**2
               + (tilt(xx, yy) - e_mid[0]) * psi**2 * vy_y)
    volume.append(np.sum(area * density))
volume_error = np.max(np.abs(np.array(volume) / direct[0] - 1))
assert volume_error < 1e-4

# dilation of the curved section: top and right walls must give 2E
e_dil, vec_dil = solve(W, top, slope, AX, AY)
right_px = 2 / W * (X_END @ vec_dil[:, 0].reshape(NX, NY)) @ YV.T
right_height = H * (1 - 0.12)
virial = (-top_wall_integral(vec_dil[:, 0], W, top, slope, AX, AY,
                             W * Q, top)
          + W * AX * right_height * np.sum(WETA * right_px**2))
assert abs(virial / (2 * e_dil[0]) - 1) < 1e-4

# ---- degenerate pair of a square: diagonal formula fails, matrix works ----
L_SQ = 6.0
square = np.full(QX, L_SQ)
e_sq = solve(L_SQ, square + step * np.cos(PI * Q),
             -step * PI / L_SQ * np.sin(PI * Q), AX, AX, 3)[0]
split_direct = (e_sq[2] - e_sq[1]) / (2 * step)


def wall_derivative(i, j, x):
    return (2 / L_SQ * j * PI / L_SQ * np.cos(j * PI)
            * np.sin(i * PI * x / L_SQ))


pair = [(1, 2), (2, 1)]
matrix = np.array([[-AX * quad(lambda x: np.cos(PI * x / L_SQ)
                               * wall_derivative(*a, x)
                               * wall_derivative(*b, x), 0, L_SQ)[0]
                    for b in pair] for a in pair])
slopes_sq = np.linalg.eigvalsh(matrix)
assert np.max(np.abs(np.diag(matrix))) < 1e-10
assert abs(split_direct / slopes_sq[1] - 1) < 1e-3

# ---- worked example: bump a sin^2(pi x/W) on the top wall ----
bump = np.sin(PI * Q)**2
dbump = PI / W * np.sin(2 * PI * Q)
A_BUMP = 0.3


def bump_shift(a):
    return solve(W, flat + a * bump, a * dbump, AX, AY)[0][0] - e_flat[0]


bump_slope = -1.5 * EY / H
assert abs(top_wall_integral(vec_flat[:, 0], W, flat, zero, AX, AY, 0, bump)
           / bump_slope - 1) < 1e-5
first = bump_slope * A_BUMP
full = bump_shift(A_BUMP)
rest = [bump_shift(a) - bump_slope * a for a in (0.1, 0.05)]
assert abs(rest[0] / rest[1] - 4) < 0.15     # quadratic remainder
even = -2 * EY / H * A_BUMP / 2              # same area spread evenly
centre_density = AY * (4 / (W * H)) * (PI / H)**2

# short ripples with zero first-order shift: second order grows
A_RIPPLE = 0.05
ripple = []
for n in (2, 4):
    k_r = 2 * PI * n / W
    wave = np.cos(2 * PI * n * Q)
    assert abs(top_wall_integral(vec_flat[:, 0], W, flat, zero, AX, AY,
                                 0, wave)) < 1e-6
    ripple.append(solve(W, flat + A_RIPPLE * wave,
                        -A_RIPPLE * k_r * np.sin(2 * PI * n * Q),
                        AX, AY)[0][0] - e_flat[0])
assert ripple[0] > 0 and ripple[1] > 1.6 * ripple[0]

# ---- neglected: finite oxide barrier (one-dimensional, along y) ----
BARRIER, M_OX = 3.1, 0.5


def finite_level(length, barrier):
    def match(e):
        k = np.sqrt(e * M_L / C0)
        kappa = np.sqrt((barrier - e) * M_OX / C0)
        return (k / M_L * np.sin(k * length / 2)
                - kappa / M_OX * np.cos(k * length / 2))
    return brentq(match, 1e-9, AY * (PI / length)**2, xtol=1e-15)


assert abs(finite_level(H, 1e7) / EY - 1) < 1e-3
ey_finite = finite_level(H, BARRIER)
finite_slope = (finite_level(H + 0.01, BARRIER)
                - finite_level(H - 0.01, BARRIER)) / 0.02
finite_ratio = finite_slope / (-2 * EY / H)

# ---- neglected: nonparabolicity, E(1 + alpha E) = parabolic energy ----
ALPHA = 0.5
nonpar_ratio = 1 / np.sqrt(1 + 4 * ALPHA * (EX + EY))

# ---- neglected: image charge, two nearest images at mid-height ----
EPS_S, EPS_OX = 11.7, 3.9
image = ((EPS_S - EPS_OX) / (EPS_S + EPS_OX)
         * E_OVER_EPS0 / (4 * PI * EPS_S * H))
image_change = -image / H * A_BUMP / 2

# ---- neglected: other subbands at 300 K ----
TEMP = 300.0
KT = const.k * TEMP / const.e
VALLEYS = [(M_T, M_L, M_T), (M_L, M_T, M_T), (M_T, M_T, M_L)]  # x, y, axis


def free_energy(a):
    z = 0.0
    for mx, my, mz in VALLEYS:
        e = solve(W, flat + a * bump, a * dbump, C0 / mx, C0 / my, 30)[0]
        z += np.sqrt(mz) * np.sum(np.exp(-e / KT))
    return -KT * np.log(z)


weights, shifts = [], []
for mx, my, mz in VALLEYS:
    for i in range(1, 13):
        overlap = 2 * np.sum(WQ * bump * np.sin(i * PI * Q)**2)
        for j in range(1, 7):
            e_y = C0 / my * (j * PI / H)**2
            e_tot = e_y + C0 / mx * (i * PI / W)**2
            weights.append(np.sqrt(mz) * np.exp(-e_tot / KT))
            shifts.append(-2 * e_y / H * overlap)
weights = np.array(weights) / np.sum(weights)
thermal_slope = np.sum(weights * np.array(shifts))
thermal_direct = (free_energy(step) - free_energy(-step)) / (2 * step)
assert abs(thermal_direct / thermal_slope - 1) < 1e-3

# ---- neglected: on-state charge, one-subband Schroedinger-Poisson ----
NS_CM2 = 5e12                                  # electrons per face
sheet = 2 * NS_CM2 * 1e-14                     # nm^-2, both faces
y = np.linspace(0, H, 801)
modes = np.arange(1, 25)
sines = np.sqrt(2 / H) * np.sin(np.outer(modes, y) * PI / H)
dy = y[1] - y[0]
u = np.zeros_like(y)
for _ in range(120):
    ham = np.diag(AY * (modes * PI / H)**2) + (sines * u * dy) @ sines.T
    coef = np.linalg.eigh(ham)[1][:, 0]
    charge = cumulative_trapezoid(sheet * (coef @ sines)**2, y, initial=0)
    u_new = cumulative_trapezoid(-E_OVER_EPS0 / EPS_S
                                 * (charge - charge[-1] / 2), y, initial=0)
    u_new -= u_new[len(y) // 2]
    change = np.max(np.abs(u_new - u))
    u = u + 0.3 * (u_new - u)
assert change < 1e-8
wall_d = np.sum(coef * np.sqrt(2 / H) * modes * PI / H * (-1.0)**modes)
on_ratio = wall_d**2 / (2 / H * (PI / H)**2)
field_si = E_OVER_EPS0 / EPS_S * sheet / 2     # V/nm; 1 V/nm = 10 MV/cm


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("hbar^2/(2 m0)", C0, "eV nm^2", 6)
show("Wire width W", W, "nm")
show("Wire height H", H, "nm")
show("Transverse mass (rough)", M_T, "m0")
show("Longitudinal mass (rough)", M_L, "m0")
show("Confinement energy along x, E_x", 1e3 * EX, "meV")
show("Confinement energy along y, E_y", 1e3 * EY, "meV")
show("Lowest subband energy", 1e3 * e_flat[0], "meV")
show("Gap to next subband, same valley", 1e3 * (e_flat[1] - e_flat[0]), "meV")
show("dE/dH, top wall moved evenly", -2e3 * EY / H, "meV/nm")
show("dE/dW, side wall moved evenly", -2e3 * EX / W, "meV/nm")
show("Lowering per added area, mid-face", 1e3 * centre_density, "meV/nm^2")
show("Lowering per added area, face mean", 2e3 * EY / (H * W), "meV/nm^2")
show("Bump height a", A_BUMP, "nm")
show("Bump area", A_BUMP * W / 2, "nm^2")
show("Hadamard shift of bump", 1e3 * first, "meV")
show("Hadamard shift of bump", first, "eV")
show("Directly solved shift of bump", 1e3 * full, "meV")
show("Remainder beyond first order", 1e3 * (full - first), "meV")
show("Hadamard shift, same area spread evenly", 1e3 * even, "meV")
show("Remainder ratio, a = 0.1 and 0.05 nm", rest[0] / rest[1], "")
for i in range(3):
    show(f"Curved section level {i+1}, direct slope", 1e3 * direct[i],
         "meV/nm", 6)
    show(f"Curved section level {i+1}, wall integral", 1e3 * wall[i],
         "meV/nm", 6)
show("Largest relative error, wall integral", wall_error, "", 2)
show("Largest relative error, volume form", volume_error, "", 2)
show("Dilation: wall integral / (2E)", virial / (2 * e_dil[0]), "", 7)
show("Square side (isotropic mass 0.19 m0)", L_SQ, "nm")
show("Square pair, matrix slope (plus/minus)", 1e3 * slopes_sq[1], "meV/nm")
show("Square pair, direct slope (plus/minus)", 1e3 * split_direct, "meV/nm")
show("Ripple amplitude", A_RIPPLE, "nm")
show("Ripple shift, wavelength 6 nm", 1e3 * ripple[0], "meV")
show("Ripple shift, wavelength 3 nm", 1e3 * ripple[1], "meV")
show("Oxide barrier (rough)", BARRIER, "eV")
show("Oxide mass (rough)", M_OX, "m0")
show("E_y with finite barrier", 1e3 * ey_finite, "meV")
show("Finite/hard-wall ratio of dE/dH", finite_ratio, "")
show("Nonparabolicity (rough)", ALPHA, "1/eV")
show("Nonparabolic factor on the shift", nonpar_ratio, "")
show("Silicon relative permittivity (rough)", EPS_S, "")
show("Oxide relative permittivity (rough)", EPS_OX, "")
show("Image energy at mid-height", 1e3 * image, "meV")
show("Image energy change, H + a/2", 1e3 * image_change, "meV")
show("Temperature", TEMP, "K")
show("Thermal energy kT", 1e3 * KT, "meV")
show("Share of electrons in lowest subband", 100 * weights[0], "%", 3)
show("Thermal mean Hadamard shift of bump", 1e3 * thermal_slope * A_BUMP,
     "meV")
show("On-state electrons per face", NS_CM2, "cm^-2")
show("On-state silicon surface field", 10 * field_si, "MV/cm", 3)
show("On-state oxide field", 10 * field_si * EPS_S / EPS_OX, "MV/cm", 3)
show("On-state energy drop, centre to wall", -1e3 * u[-1], "meV", 3)
show("On-state/flat ratio of (dpsi/dn)^2", on_ratio, "", 3)
print("no test failed")
```

It prints:

```
hbar^2/(2 m0): 0.0380998 eV nm^2
Wire width W: 12 nm
Wire height H: 5 nm
Transverse mass (rough): 0.19 m0
Longitudinal mass (rough): 0.92 m0
Confinement energy along x, E_x: 13.74 meV
Confinement energy along y, E_y: 16.35 meV
Lowest subband energy: 30.09 meV
Gap to next subband, same valley: 41.23 meV
dE/dH, top wall moved evenly: -6.54 meV/nm
dE/dW, side wall moved evenly: -2.291 meV/nm
Lowering per added area, mid-face: 1.09 meV/nm^2
Lowering per added area, face mean: 0.545 meV/nm^2
Bump height a: 0.3 nm
Bump area: 1.8 nm^2
Hadamard shift of bump: -1.471 meV
Hadamard shift of bump: -0.001471 eV
Directly solved shift of bump: -1.326 meV
Remainder beyond first order: 0.145 meV
Hadamard shift, same area spread evenly: -0.9809 meV
Remainder ratio, a = 0.1 and 0.05 nm: 3.957
Curved section level 1, direct slope: -2.80526 meV/nm
Curved section level 1, wall integral: -2.80526 meV/nm
Curved section level 2, direct slope: -3.97668 meV/nm
Curved section level 2, wall integral: -3.97668 meV/nm
Curved section level 3, direct slope: -15.934 meV/nm
Curved section level 3, wall integral: -15.934 meV/nm
Largest relative error, wall integral: 3.8e-07
Largest relative error, volume form: 1.9e-07
Dilation: wall integral / (2E): 1
Square side (isotropic mass 0.19 m0): 6 nm
Square pair, matrix slope (plus/minus): 18.33 meV/nm
Square pair, direct slope (plus/minus): 18.33 meV/nm
Ripple amplitude: 0.05 nm
Ripple shift, wavelength 6 nm: 0.01735 meV
Ripple shift, wavelength 3 nm: 0.03667 meV
Oxide barrier (rough): 3.1 eV
Oxide mass (rough): 0.5 m0
E_y with finite barrier: 15.29 meV
Finite/hard-wall ratio of dE/dH: 0.9041
Nonparabolicity (rough): 0.5 1/eV
Nonparabolic factor on the shift: 0.9712
Silicon relative permittivity (rough): 11.7
Oxide relative permittivity (rough): 3.9
Image energy at mid-height: 12.31 meV
Image energy change, H + a/2: -0.3692 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Share of electrons in lowest subband: 50.8 %
Thermal mean Hadamard shift of bump: -3.169 meV
On-state electrons per face: 5e+12 cm^-2
On-state silicon surface field: 0.773 MV/cm
On-state oxide field: 2.32 MV/cm
On-state energy drop, centre to wall: 121 meV
On-state/flat ratio of (dpsi/dn)^2: 2.77
no test failed
```
